# Direct perturbation theory of the Dirac energy at order $c^{-4}$, part 1

(Sections cited here and not found follow in the second part.)

An expansion of the Dirac energy that first eliminates the small component and then expands operators breaks down at order $c^{-4}$ for the $s$ states of a point nucleus, where its separate terms have divergent expectation values. The kinetic energy $\sqrt{c^4+c^2p^2}-c^2$ supplies the term $p^6/16c^4$. The $1s$ momentum density falls as $p^{-8}$, so $\langle p^6\rangle\propto\int p^6\,p^{-8}\,p^2\,dp$ diverges. A term in $|\nabla V|^2=Z^2/r^4$ diverges as well, since $\int r^{-4}r^2dr$ does. The order cannot be ignored: in Sn$^{49+}$ the series stopped at $c^{-2}$ misses the $1s$ Dirac energy by 82 eV. Direct perturbation theory (DPT) keeps both components and, for the Coulomb potential at this order, meets only finite integrals, but it has two traps. Its second-order functional is a saddle, so restricting the small component lowers the value and can take it below the true coefficient. For the Coulomb $1s$ state the first-order large component is logarithmic at the nucleus, so, with the small component fully optimized, even the best polynomial correction of degree below three gives an upper bound of the wrong sign. In a kinetically balanced polynomial basis the two errors have opposite signs and largely cancel.

## Setting and assumptions

Atomic units are used in the algebra. One electron moves in a real central potential $V(r)$, and the energy is counted from $mc^2$. With large component $\varphi$ and small component $\chi_D$, the Dirac equation is $V\varphi+c\,\sigma\!\cdot\!p\,\chi_D=E\varphi$ and $c\,\sigma\!\cdot\!p\,\varphi+(V-2c^2)\chi_D=E\chi_D$. Put $\chi=c\chi_D$ and $\lambda=c^{-2}$, and divide the second equation by $c$:

$$V\varphi+\sigma\!\cdot\!p\,\chi=E\varphi,\qquad \sigma\!\cdot\!p\,\varphi-2\chi=\lambda(E-V)\chi .\tag{1}$$

The upper equation is read in weak form. For every $u$ in $H^1$, the space of square-integrable spinors with square-integrable gradient,

$$\langle u|(V-E)\varphi\rangle+\langle\sigma\!\cdot\!p\,u|\chi\rangle=0.\tag{2}$$

Since $\sigma_j\sigma_k=\delta_{jk}+i\epsilon_{jkl}\sigma_l$ and the $p_j$ commute, $(\sigma\!\cdot\!p)^2=p^2$. Hence $\langle u|T|u\rangle=\tfrac12\|\sigma\!\cdot\!p\,u\|^2$ with $T=p^2/2$. Write $H_0=T+V$ and $U=V-E_0$. At $\lambda=0$ the lower equation gives $\chi_0=\tfrac12\sigma\!\cdot\!p\,\varphi_0$, and (2) then becomes the Schrödinger equation $H_0\varphi_0=E_0\varphi_0$. We take $\langle\varphi_0|\varphi_0\rangle=1$.

All functions lie in one symmetry block $(\kappa,m)$. The assumptions are:

1. $\langle u|V|u\rangle$ is finite on $H^1$, and $E_0$ is a nondegenerate isolated level of $H_0$ in the block.
2. $U\chi_0$ is square integrable.
3. As $\lambda\to0$, $\varphi=\varphi_0+\lambda\varphi_2+o(\lambda)$ in $H^1$, $\chi=\chi_0+\lambda\chi_2+o(\lambda)$ in $L^2$, $E\to E_0$, and $V\chi\to V\chi_0$ in $L^2$.

## The theorem

**Theorem.** Under these assumptions $E=E_0+\lambda E_2+\lambda^2E_4+o(\lambda^2)$, and the following hold.

(a) $E_2=\langle\chi_0|U|\chi_0\rangle$ and
$$E_4=\langle U\chi_0|\chi_2\rangle-E_2\langle\varphi_0|\varphi_2\rangle-E_2\langle\chi_0|\chi_0\rangle.\tag{3}$$

(b) The functional
$$F[\varphi,\chi]=\langle\varphi|U|\varphi\rangle+2\,\mathrm{Re}\langle\chi|\sigma\!\cdot\!p\,\varphi\rangle-2\|\chi\|^2+2\,\mathrm{Re}\langle\chi|U\chi_0\rangle-2E_2\,\mathrm{Re}\langle\varphi|\varphi_0\rangle-E_2\|\chi_0\|^2$$
obeys, for all $\delta\in H^1$ and $\eta\in L^2$,
$$F[\varphi_2+\delta,\chi_2+\eta]=E_4+\langle\delta|H_0-E_0|\delta\rangle-2\|\eta-\tfrac12\sigma\!\cdot\!p\,\delta\|^2.\tag{4}$$

(c) The reduced functional $G[\varphi]=\max_\chi F[\varphi,\chi]$ is
$$G[\varphi]=\langle\varphi|H_0-E_0|\varphi\rangle+\mathrm{Re}\langle\sigma\!\cdot\!p\,\varphi|U\chi_0\rangle-2E_2\,\mathrm{Re}\langle\varphi|\varphi_0\rangle+C,\qquad C=\tfrac12\|U\chi_0\|^2-E_2\|\chi_0\|^2,\tag{5}$$
and $G[\varphi_2+\delta]=E_4+\langle\delta|H_0-E_0|\delta\rangle$. It bounds $E_4$ from above for all $\varphi$ if and only if $E_0$ is the lowest level of the block.

(d) For $V=-Z/r$ (point nucleus, infinite mass) and the $1s$ state, with the four-spinor normalized to one and $\gamma_E$ the Euler constant,
$$\varphi_2=-\frac{Z^2}{2}\Big[\ln 2Zr+\gamma_E-\frac54\Big]\varphi_0,\qquad E_4=-\frac{Z^6}{16}.$$

## The energy and the first-order equations

**Lemma 1.** The exact solution satisfies $(E-E_0)\langle\varphi_0|\varphi\rangle=\lambda\langle(V-E)\chi_0|\chi\rangle$.

*Proof.* Take $u=\varphi_0$ in (2) and use $\sigma\!\cdot\!p\,\varphi_0=2\chi_0$:
$$\langle\varphi_0|U|\varphi\rangle-(E-E_0)\langle\varphi_0|\varphi\rangle+2\langle\chi_0|\chi\rangle=0.$$
The lower equation of (1), projected on $\chi_0$, gives $2\langle\chi_0|\chi\rangle=\langle\chi_0|\sigma\!\cdot\!p\,\varphi\rangle+\lambda\langle(V-E)\chi_0|\chi\rangle$. The complex conjugate of the $\lambda=0$ form of (2), with $u=\varphi$, is $\langle\varphi_0|U|\varphi\rangle+\langle\chi_0|\sigma\!\cdot\!p\,\varphi\rangle=0$. Inserting the second relation in the first and cancelling with the third leaves the claim. $\square$

*Proof of (a).* Divide Lemma 1 by $\lambda$ and let $\lambda\to0$. The right side tends to $\langle U\chi_0|\chi_0\rangle$ and the overlap to 1, so $(E-E_0)/\lambda\to E_2$ as stated. Now write $V-E=U-\lambda E_2+o(\lambda)$ and keep one more order:
$$\frac{E-E_0}{\lambda}\,\big[1+\lambda\langle\varphi_0|\varphi_2\rangle\big]=E_2+\lambda\big[\langle U\chi_0|\chi_2\rangle-E_2\|\chi_0\|^2\big]+o(\lambda).$$
Dividing by the bracket on the left gives $(E-E_0)/\lambda=E_2+\lambda E_4+o(\lambda)$ with $E_4$ as in (3). No second-order wave function is needed. $\square$

**Lemma 2.** The first-order functions satisfy
$$\chi_2=\tfrac12\sigma\!\cdot\!p\,\varphi_2+\tfrac12U\chi_0,\tag{6}$$
$$\langle u|U|\varphi_2\rangle+\langle\sigma\!\cdot\!p\,u|\chi_2\rangle-E_2\langle u|\varphi_0\rangle=0\quad\text{for all }u\in H^1.\tag{7}$$

*Proof.* Subtract the $\lambda=0$ equations from (1) and (2), divide by $\lambda$ and let $\lambda\to0$. In the lower equation $(E-V)\chi\to-U\chi_0$ by assumption 3, so $\sigma\!\cdot\!p\,\varphi_2-2\chi_2=-U\chi_0$. In (2), $(V-E)\varphi=U\varphi_0+\lambda(U\varphi_2-E_2\varphi_0)+o(\lambda)$, which gives (7). $\square$

Inserting (6) in (7) gives, away from singular points of $V$, the differential equation
$$(H_0-E_0)\varphi_2=E_2\varphi_0-\tfrac12\sigma\!\cdot\!p\,(U\chi_0).\tag{8}$$

**Remark 1 (normalization).** Replacing $\varphi_2$ by $\varphi_2+a\varphi_0$ changes $\chi_2$ by $a\chi_0$ through (6), and changes (3) by $aE_2-E_2a=0$. The constant $a$ is fixed only by a convention. Unit norm of the four-spinor means $\|\varphi\|^2+\lambda\|\chi\|^2=1$, whose order $\lambda$ is $2\,\mathrm{Re}\langle\varphi_0|\varphi_2\rangle=-\|\chi_0\|^2$. In that convention, with $\langle\varphi_0|\varphi_2\rangle$ chosen real, the last two terms of (3) add up to $-\tfrac12E_2\|\chi_0\|^2$.

## The functional

*Proof of (b).* Insert $\varphi_2+\delta$ and $\chi_2+\eta$ in $F$ and sort by degree in $(\delta,\eta)$. The linear terms are
$$2\,\mathrm{Re}\big[\langle\delta|U|\varphi_2\rangle+\langle\sigma\!\cdot\!p\,\delta|\chi_2\rangle-E_2\langle\delta|\varphi_0\rangle\big]+2\,\mathrm{Re}\langle\eta|\sigma\!\cdot\!p\,\varphi_2-2\chi_2+U\chi_0\rangle,$$
and they vanish by (7) and (6). The quadratic terms are $\langle\delta|U|\delta\rangle+2\,\mathrm{Re}\langle\eta|\sigma\!\cdot\!p\,\delta\rangle-2\|\eta\|^2$. Since
$$-2\|\eta-\tfrac12\sigma\!\cdot\!p\,\delta\|^2=-2\|\eta\|^2+2\,\mathrm{Re}\langle\eta|\sigma\!\cdot\!p\,\delta\rangle-\tfrac12\|\sigma\!\cdot\!p\,\delta\|^2$$
and the last term is $-\langle\delta|T|\delta\rangle$, the quadratic terms equal the last two terms of (4). For the constant term, set $\delta=\varphi_2$ and $\eta=\chi_2$ in the vanishing linear expression and halve it:
$$\langle\varphi_2|U|\varphi_2\rangle+2\,\mathrm{Re}\langle\chi_2|\sigma\!\cdot\!p\,\varphi_2\rangle-2\|\chi_2\|^2=-\mathrm{Re}\langle\chi_2|U\chi_0\rangle+E_2\,\mathrm{Re}\langle\varphi_2|\varphi_0\rangle.$$
Substituting this for the first three terms of $F$ gives $F[\varphi_2,\chi_2]=\mathrm{Re}\langle\chi_2|U\chi_0\rangle-E_2\,\mathrm{Re}\langle\varphi_2|\varphi_0\rangle-E_2\|\chi_0\|^2$. This is the real part of (3), and $E_4$ is real. $\square$

*Proof of (c).* Let $y=\sigma\!\cdot\!p\,\varphi+U\chi_0$. The $\chi$-dependent part of $F$ is $2\,\mathrm{Re}\langle\chi|y\rangle-2\|\chi\|^2=\tfrac12\|y\|^2-2\|\chi-\tfrac12y\|^2$, which is largest at $\chi=y/2$. Expanding,
$$\tfrac12\|y\|^2=\langle\varphi|T|\varphi\rangle+\mathrm{Re}\langle\sigma\!\cdot\!p\,\varphi|U\chi_0\rangle+\tfrac12\|U\chi_0\|^2,$$
which yields (5). In (4) the maximum over $\eta$ removes the last term. The remaining form is nonnegative for all $\delta$ when $E_0$ is the lowest level of the block. If a level $E'<E_0$ exists with normalized eigenfunction $\varphi'$, then $\delta=t\varphi'$ gives $G=E_4-t^2(E_0-E')$, which is unbounded below. $\square$

**Remark 2 (the saddle and kinetic balance).** The negative term in (4) comes from the $-2c^2$ on the lower diagonal of the Dirac operator, the same term that places the negative-energy continuum. $F$ itself bounds nothing. If $\chi$ varies only in a subspace with projector $P$ that contains $\sigma\!\cdot\!p\,\varphi$, the maximum is $\tfrac12\|Py\|^2$ in place of $\tfrac12\|y\|^2$, so the value is $G[\varphi]-\tfrac12\|(1-P)U\chi_0\|^2$. This error is negative and competes with the positive error from $\delta$. If $\chi=\tfrac12\sigma\!\cdot\!p\,\varphi$ is imposed term by term, then $\chi-\tfrac12y=-\tfrac12U\chi_0$ and $F=G[\varphi]-\tfrac12\|U\chi_0\|^2$, with stationary value $E_4-\tfrac12\|U\chi_0\|^2$.

**Remark 3 (failure of assumption 2).** For an $s$ state in $V\sim-r^{-s}$ with $0<s<2$, the radial equation gives $\varphi_0'\sim r^{1-s}$, so $U\chi_0\sim r^{1-2s}$. This is square integrable with weight $r^2$ only if $2(1-2s)+2>-1$, that is $s<5/4$. The Coulomb case $s=1$ is allowed; for $s\ge5/4$ the constant $C$ diverges and the theorem does not apply. For $1<s<5/4$ it fails through assumption 3 instead. In the radial equations (9) below, $|V|$ then dominates $1/r$ near the origin, so $(rg)'\approx\lambda|V|\,rq$ and $(rq)'\approx-|V|\,rg$. Hence, at fixed $\lambda>0$, $(rg)^2+\lambda(rq)^2$ tends to a nonzero constant as $r\to0$, $q$ oscillates with amplitude $1/r$, and $Vq$ is not square integrable. A vector potential, a degeneracy inside the block and the two-electron interaction are also outside the assumptions.

## Radial reduction

**Lemma 3.** Let $\sigma\!\cdot\!L\,\Omega_\kappa=-(\kappa+1)\Omega_\kappa$ with $\Omega_\kappa$ normalized on the sphere, and fix the phase $\Omega_{-\kappa}=-\sigma\!\cdot\!\hat r\,\Omega_\kappa$. Then for $r>0$
$$\sigma\!\cdot\!p\,(g\Omega_\kappa)=i\Big(g'+\frac{\kappa+1}{r}g\Big)\Omega_{-\kappa},\qquad \sigma\!\cdot\!p\,(iq\Omega_{-\kappa})=-\Big(q'+\frac{1-\kappa}{r}q\Big)\Omega_\kappa.$$

*Proof.* The product rule for Pauli matrices gives $(\sigma\!\cdot\!\hat r)(\sigma\!\cdot\!p)=-i\partial_r+i\,\sigma\!\cdot\!L/r$. Multiplying from the left by $\sigma\!\cdot\!\hat r$, whose square is 1, gives $\sigma\!\cdot\!p\,(g\Omega_\kappa)=\sigma\!\cdot\!\hat r\,[-ig'-i(\kappa+1)g/r]\Omega_\kappa$, the first formula. The formal adjoint of $-i\partial_r$ with weight $r^2$ is $-i(\partial_r+2/r)$, so $(\sigma\!\cdot\!p)(\sigma\!\cdot\!\hat r)=-i(\partial_r+2/r)-i\,\sigma\!\cdot\!L/r$. Then $\sigma\!\cdot\!p\,(iq\Omega_{-\kappa})=-i\,[-i(q'+2q/r)+i(\kappa+1)q/r]\,\Omega_\kappa$, the second formula. $\square$

With $\varphi=g\Omega_\kappa$ and $\chi=iq\Omega_{-\kappa}$ all quantities are real. For an $s$ state, $\kappa=-1$, equations (1) read
$$g'=[2+\lambda(E-V)]\,q,\qquad q'+2q/r=(V-E)g,\tag{9}$$
and at $\lambda=0$ they give $q_0=g_0'/2$ and $(r^2g_0')'=2Ur^2g_0$.

**Lemma 4.** Let $g_0>0$ be the lowest $s$ state with $\int g_0^2r^2dr=1$. Define $w=r^2g_0^2$, $\rho=(Uq_0^2-E_2g_0^2)r^2$, $M(r)=\int_r^\infty\rho\,dr'$ and $J=r^2g_0Uq_0+2M$. For $g=fg_0$ with $f^2r^2g_0g_0'\to0$ and $fM\to0$ at both ends,
$$G=\tfrac12\int f'^2w\,dr+\int f'J\,dr+C.\tag{10}$$
The minimum is at $f'=-J/w$ and equals $E_4=C-\tfrac12\int J^2/w\,dr$.

*Proof.* The quadratic term of (5) is $\int[\tfrac12(f'g_0+fg_0')^2+Uf^2g_0^2]r^2dr$. Its cross term is $\tfrac12(f^2)'r^2g_0g_0'$. Integration by parts turns it into $-\tfrac12f^2[r^2g_0'^2+g_0(r^2g_0')']=-\tfrac12f^2r^2g_0'^2-Uf^2w$, which cancels every term except $\tfrac12f'^2w$. In the linear terms both $\sigma\!\cdot\!p\,\varphi$ and $\chi_0$ carry the factor $i\Omega_1$, and $g'=f'g_0+2fq_0$, so they equal $\int f'\,r^2g_0Uq_0\,dr+2\int f\rho\,dr$. Because $M'=-\rho$, integration by parts gives $\int f\rho\,dr=\int f'M\,dr$. Note $M(0)=E_2-E_2=0$, which is what allows a logarithmic $f$. Finally (10) equals $\tfrac12\int w(f'+J/w)^2dr-\tfrac12\int J^2/w\,dr+C$. $\square$

Parts (a) to (c) of the theorem are now proved, and Lemma 4 reduces $E_4$ for the lowest $s$ state to a minimization over one radial function $f$. What remains is to prove (d) for the Coulomb $1s$ state, to find the cost of omitting the logarithm, and to test the results on other states, a smooth potential and Sn$^{49+}$.
